# Counting the J values of a shell with fermions and bosons

Place $N$ identical fermions in a single shell of angular momentum $j$. The shell has $d=2j+1$ levels, labelled by $m=-j,-j+1,\dots,j$, and each level holds at most one particle, so $1\le N\le d$. For $N\ge2$ the Pauli principle removes some of the total angular momenta $J$ that $N$ distinguishable particles could form. The problem is to find which $J$ survive, and how often.

Angular momentum quantum numbers are dimensionless, and $\hbar$ is written where operators appear. Let $D(M)$ be the number of independent $N$-particle states with $J_z=M\hbar$, and $n(J)$ the number of multiplets with total angular momentum $J$. The list of all $n(J)$ is called the $J$ content. These numbers describe the state space of the shell; no Hamiltonian enters. For electrons $j$ is half-integer, but the counting works equally for integer $j$.

## (a) Counting the fermion states

**Find a closed product formula for $\sum_M D(M)\,q^M$, where $q$ is a formal variable whose exponent records $M$.**

Number the levels by $k=j+m=0,1,\dots,d-1$. A Slater determinant is fixed by a set of $N$ different values of $k$, and it has $M=\sum k-Nj$. Consider

$$F(z)=\prod_{k=0}^{d-1}(1+zq^k)=\sum_{N=0}^{d}a_N z^N .$$

In each factor, the term $1$ means an empty level and $zq^k$ an occupied one. Hence $a_N$ is the sum of $q^{\sum k}$ over all $N$-particle determinants, and

$$\sum_M D(M)q^M=q^{-Nj}a_N .$$

To find $a_N$, replace $z$ by $qz$. This shifts every exponent by one, so $F(qz)=\prod_{k=1}^{d}(1+zq^k)$. Supplying the missing factor $k=0$ on one side and the missing factor $k=d$ on the other gives

$$(1+z)F(qz)=(1+zq^d)F(z).$$

The coefficients of $z^N$ on the two sides are

$$q^Na_N+q^{N-1}a_{N-1}=a_N+q^da_{N-1}.$$

Collecting terms,

$$a_N(1-q^N)=a_{N-1}(q^{N-1}-q^d)=a_{N-1}\,q^{N-1}(1-q^{d-N+1}).$$

Start from $a_0=1$ and apply this $N$ times. The powers of $q$ in front add up to $0+1+\dots+(N-1)=N(N-1)/2$, so

$$a_N=q^{N(N-1)/2}\begin{bmatrix}d\\N\end{bmatrix}_q,\qquad
\begin{bmatrix}d\\N\end{bmatrix}_q=\prod_{i=1}^{N}\frac{1-q^{d-N+i}}{1-q^i}.$$

The second expression is the Gaussian binomial coefficient. It is a polynomial, although it is written as a quotient: $a_N$ is a polynomial whose lowest power is $q^{0+1+\dots+(N-1)}$, and that power has been taken out. Its degree is $\sum_i(d-N+i)-\sum_i i=N(d-N)$.

Finally, with $j=(d-1)/2$, the exponent in front becomes $N(N-1)/2-N(d-1)/2=-N(d-N)/2$. Therefore

$$\boxed{\sum_M D(M)q^M=q^{-N(d-N)/2}\begin{bmatrix}d\\N\end{bmatrix}_q}$$

The state counts are thus the coefficients of this polynomial. Its value at $q\to1$ is the total number of states. There $(1-q^a)/(1-q^b)\to a/b$, and the product becomes the ordinary binomial coefficient $\binom dN$, as it must.

A small case can be checked by hand. For $j=3/2$, $N=2$,

$$\begin{bmatrix}4\\2\end{bmatrix}_q=\frac{(1-q^3)(1-q^4)}{(1-q)(1-q^2)}=(1+q+q^2)(1+q^2)=1+q+2q^2+q^3+q^4 .$$

The prefactor is $q^{-2}$, so $M=-2,-1,0,1,2$ occur $1,1,2,1,1$ times, which makes the six pairs of levels.

## (b) Counting boson states

**Now put $N$ identical bosons in a shell of angular momentum $l'$. For which $l'$ are the counts $D(M)$ the same as for the fermions?**

Let $d'=2l'+1$. A level can hold any number $n$ of bosons, so each level contributes $\sum_n z^nq^{kn}=1/(1-zq^k)$, and the generating function is

$$G(z)=\prod_{k=0}^{d'-1}\frac1{1-zq^k}=\sum_{N\ge0}b_Nz^N .$$

In $G(qz)$ the index runs from $1$ to $d'$. Multiplying by $1-zq^{d'}$ removes the last factor, and multiplying $G(z)$ by $1-z$ removes the first. Both operations leave the same product:

$$(1-z)G(z)=(1-zq^{d'})G(qz).$$

The coefficients of $z^N$ give

$$b_N-b_{N-1}=q^Nb_N-q^{d'+N-1}b_{N-1},$$

$$b_N(1-q^N)=b_{N-1}(1-q^{d'+N-1}).$$

With $b_0=1$,

$$b_N=\prod_{i=1}^N\frac{1-q^{d'+i-1}}{1-q^i}=\begin{bmatrix}d'+N-1\\N\end{bmatrix}_q .$$

The bosonic count is $q^{-Nl'}b_N$. It agrees with the fermionic one if $d'+N-1=d$, that is, if

$$\boxed{l'=j-\frac{N-1}{2}}$$

The prefactors then agree too, because $Nl'=N(d'-1)/2=N(d-N)/2$. No other $l'$ will do: the total number of boson states, $\binom{d'+N-1}{N}$, grows strictly with $d'$, so it equals $\binom dN$ for one value of $d'$. The condition $N\le d$ ensures $d'\ge1$.

For half-integer $j$, $l'$ is an integer when $N$ is even and a half-integer when $N$ is odd. In the second case the "bosons" have half-integer angular momentum. They are a counting device: the statement concerns the symmetric $N$-fold product of the multiplet $l'$, and it does not claim that such particles exist.

## (c) The reason without generating functions

**Construct a one-to-one map between the two sets of states that preserves $M$.**

Order the occupied fermion levels as $m_1<m_2<\dots<m_N$ and define

$$\mu_i=m_i+\frac{N+1}{2}-i .$$

The map has the required properties:

- The shifts add to $N(N+1)/2-N(N+1)/2=0$, so $\sum\mu_i=\sum m_i=M$.
- Neighbouring values obey $\mu_{i+1}-\mu_i=m_{i+1}-m_i-1\ge0$. The strict ordering required by the Pauli principle has become the weak ordering that describes bosons.
- At the ends, $\mu_1\ge-j+(N-1)/2=-l'$ and $\mu_N\le j-(N-1)/2=l'$. Since $\mu_i+l'=m_i+j-(i-1)$ is an integer, each $\mu_i$ is an allowed projection of $l'$.

The inverse, $m_i=\mu_i+i-(N+1)/2$, turns any weakly ordered set in $[-l',l']$ into a strictly ordered one in $[-j,j]$. The map is therefore one-to-one and reaches every boson state.

In this picture exclusion costs one level for each particle after the first, $d'=d-(N-1)$. Once those levels have been removed, the remaining freedom is that of bosons.

## (d) From projections to total angular momentum

**Show that equal $D(M)$ imply equal $J$ content, and give a rule for reading $n(J)$ from the Gaussian binomial. Apply it to $N=2$.**

Either $N$-particle space is finite-dimensional and is carried into itself by the total angular momentum operators. It therefore splits into multiplets, and a multiplet $J$ contributes one state to each $M=-J,\dots,J$. Hence, for $M\ge0$,

$$D(M)=\sum_{J\ge M}n(J),$$

where $J$ runs in integer steps from $M$. Subtracting the same sum for $M+1$ leaves one term:

$$n(J)=D(J)-D(J+1).$$

Since $D$ determines $n$, the $N$ fermions in $j$ and the $N$ bosons of angular momentum $j-(N-1)/2$ have the same $J$ values with the same multiplicities.

Write the Gaussian binomial as $\sum_r c_rq^r$ and set $J_{\max}=N(d-N)/2$. The power $q^r$ belongs to $M=-J_{\max}+r$. Reversing the sign of every $m$ shows that $D(-M)=D(M)$, so $c_r$ also counts the states with $M=J_{\max}-r$. The rule becomes

$$n(J_{\max}-r)=c_r-c_{r-1},\qquad c_{-1}=0,\quad J_{\max}-r\ge0 .$$

These differences are the coefficients of $(1-q)\begin{bmatrix}d\\N\end{bmatrix}_q$ up to the middle of the polynomial. For two particles,

$$(1-q)\begin{bmatrix}d\\2\end{bmatrix}_q=\frac{(1-q^{d-1})(1-q^d)}{1-q^2}.$$

Here $J_{\max}=d-2$, so the powers needed are $r\le d-2$. The numerator differs from $1$ first at $q^{d-1}$ and can be replaced by $1$, which leaves $1+q^2+q^4+\dots$. Two fermions therefore couple to

$$J=2j-1,\;2j-3,\;\dots,$$

each once, ending at $0$ for half-integer $j$ and at $1$ for integer $j$. With $l'=j-1/2$ this reads $J=2l',2l'-2,\dots$, the symmetric couplings of two bosons.

## (e) Four and three particles in $j=7/2$

**Find the $J$ content of $(7/2)^4$ and $(7/2)^3$.**

For $N=4$ we have $d=8$, $l'=7/2-3/2=2$ and $J_{\max}=4\cdot4/2=8$. The polynomial is

$$\begin{bmatrix}8\\4\end{bmatrix}_q=\frac{(1-q^5)(1-q^6)(1-q^7)(1-q^8)}{(1-q)(1-q^2)(1-q^3)(1-q^4)} .$$

Use $(1-q^8)/(1-q^4)=1+q^4$ and $(1-q^6)/(1-q^3)=1+q^3=(1+q)(1-q+q^2)$. The factor $1+q$ reduces the remaining $1-q^2$ to $1-q$. Then

$$\begin{bmatrix}8\\4\end{bmatrix}_q=(1+q^4)(1-q+q^2)(1+q+\dots+q^4)(1+q+\dots+q^6).$$

The two middle factors multiply to $1+q^2+q^3+q^4+q^6$. Multiplying by $1+q+\dots+q^6$ gives the coefficients $1,1,2,3,4,4,5,4,4,3,2,1,1$. The factor $1+q^4$ adds to this list a copy shifted by four places. Up to the middle, the result is

$$c_0,\dots,c_8=1,\,1,\,2,\,3,\,5,\,5,\,7,\,7,\,8 .$$

These are the counts for $M=8,7,\dots,0$. Their successive differences are $1,0,1,1,2,0,2,0,1$, so

$$(7/2)^4:\quad J=0,\;2,\,2,\;4,\,4,\;5,\;6,\;8 .$$

The dimensions add up correctly: $1+2\cdot5+2\cdot9+11+13+17=70=\binom84$. Four bosons of angular momentum $2$ have the same eight multiplets.

For $N=3$, $l'=5/2$ and $J_{\max}=15/2$. Now

$$\begin{bmatrix}8\\3\end{bmatrix}_q=\frac{(1-q^6)(1-q^7)(1-q^8)}{(1-q)(1-q^2)(1-q^3)}=(1+q^3)(1+q+\dots+q^6)(1+q^2+q^4+q^6).$$

The last two factors give $1,1,2,2,3,3,4,3,3,2,2,1,1$. Adding the copy shifted by three places, we find for $M=15/2,13/2,\dots,1/2$

$$c_0,\dots,c_7=1,\,1,\,2,\,3,\,4,\,5,\,6,\,6 .$$

The differences $1,0,1,1,1,1,1,0$ mean

$$(7/2)^3:\quad J=\tfrac32,\;\tfrac52,\;\tfrac72,\;\tfrac92,\;\tfrac{11}2,\;\tfrac{15}2 ,$$

with $4+6+8+10+12+16=56=\binom83$ states. There is no $J=1/2$, because the last two counts are equal.

As a test that does not use the product formula, $J^2$ was diagonalized in both the fermion and the boson space for all 54 fillings with $j=1/2,1,\dots,9/2$. The multiplicities agreed with each other and with the formula in every case; the numerical output below lists the two examples.

## (f) What the relabelling does not do

**Does the map of part (c) carry eigenstates of $J^2$ into eigenstates of $J^2$? Examine $(7/2)^4$ at $M=6$.**

There are two fermion determinants with $M=6$. The map sends them to

$$A=\{-\tfrac32,\tfrac32,\tfrac52,\tfrac72\}\to A'=\{0,2,2,2\},\qquad
B=\{-\tfrac12,\tfrac12,\tfrac52,\tfrac72\}\to B'=\{1,1,2,2\}.$$

Use $J^2=J_-J_++\hbar J_z+J_z^2$. The last two terms give $(6+36)\hbar^2=42\hbar^2$, and the matrix elements of $J_-J_+$ are the scalar products of the raised states.

For one particle, $J_+$ raises $m$ with amplitude $\hbar\sqrt{(j-m)(j+m+1)}$. In $A$ the one particle free to move is at $m=-3/2$, with amplitude $\hbar\sqrt{5\cdot3}$. In $B$ it is the one at $m=1/2$, with amplitude $\hbar\sqrt{3\cdot5}$. Both lead to $C=\{-\tfrac12,\tfrac32,\tfrac52,\tfrac72\}$. A step to an adjacent level does not change the order of the particles, so there is no exchange sign. Thus $J_+A=J_+B=\sqrt{15}\,\hbar\,C$, and in the basis $(A,B)$

$$J^2=\hbar^2\begin{pmatrix}57&15\\15&57\end{pmatrix}.$$

For bosons the one-particle amplitude is multiplied by $\sqrt{n_m(n_{m+1}+1)}$, where $n_m$ is the occupation of level $m$ before the step. With $l'=2$, the step $0\to1$ in $A'$ has amplitude $\hbar\sqrt{2\cdot3}\,\sqrt{1\cdot1}=\sqrt6\,\hbar$. The step $1\to2$ in $B'$ has amplitude $\hbar\sqrt{1\cdot4}\,\sqrt{2\cdot3}=\sqrt{24}\,\hbar$. Both lead to $\{1,2,2,2\}$. The off-diagonal element is $\sqrt{6\cdot24}\,\hbar^2=12\hbar^2$, so in the basis $(A',B')$

$$J^2=\hbar^2\begin{pmatrix}48&12\\12&66\end{pmatrix}.$$

The matrices differ, yet their eigenvalues agree: $57\pm15$ for the first and $57\pm\sqrt{9^2+12^2}=57\pm15$ for the second. The values $72=8\cdot9$ and $42=6\cdot7$ identify $J=8$ and $J=6$.

The $J=6$ state is the combination annihilated by $J_+$. For fermions it is $(A-B)/\sqrt2$; for bosons it is $(2A'-B')/\sqrt5$, since $2\sqrt6-\sqrt{24}=0$. Relabelling the fermion state gives $(A'-B')/\sqrt2$, whose mean value of $J^2$ is $\left[(48+66)/2-12\right]\hbar^2=45\hbar^2$ rather than $42\hbar^2$. The answer to the question is therefore no in general. The exceptions include $N=1$, $d-1$ and $d$, where each $M$ holds a single state and the space is one multiplet, so the relabelling does preserve $J^2$.

A unitary map that does respect rotations exists all the same. Choose in each space an orthonormal basis of multiplets with the standard phases for $J_\pm$, pair multiplets of equal $J$, and map the states with equal $M$ onto each other. This map commutes with all components of the total angular momentum, but in general, as at $M=6$ above, it mixes the occupation states. Even so, it does not tie the fermion energies to those of a boson Hamiltonian chosen independently. A rotationally invariant two-body interaction between the fermions becomes a rotationally invariant operator with the same spectrum on the boson space, and nothing shown here makes that operator a simple two-body one.

## (g) Limits, symmetries and range of validity

**What does the formula say about the largest $J$, about holes, and about weakly filled shells? Where does it cease to apply?**

*Largest $J$.* For $1\le N<d$, the state with the lowest $M$ fills $k=0,\dots,N-1$. To raise $M$ by one unit, the one possibility is to move the top particle up one level. So $c_0=c_1=1$: $J_{\max}=N(d-N)/2$ occurs once, and $J_{\max}-1$ is absent. This explains the missing $J=7$ in $(7/2)^4$ and the missing $13/2$ in $(7/2)^3$.

*Holes.* With $(q)_n=\prod_{i=1}^n(1-q^i)$, the product formula reads

$$\begin{bmatrix}d\\N\end{bmatrix}_q=\frac{(q)_d}{(q)_N\,(q)_{d-N}} ,$$

which is unchanged under $N\to d-N$. The prefactor $q^{-N(d-N)/2}$ is unchanged as well, so $j^N$ and $j^{d-N}$ have the same $J$ content. Now apply part (b) to the $d-N=2l'$ holes. They correspond to $2l'$ bosons of angular momentum $j-(d-N-1)/2=N/2$. Hence $N$ bosons of angular momentum $l'$ have the same content as $2l'$ bosons of angular momentum $N/2$. Three bosons of $5/2$, for example, match five bosons of $3/2$. Four bosons of $2$ are their own partner, as befits a half-filled shell.

*Closed shell.* At $N=d$ we have $l'=0$. The bosons have a single level, and $J=0$ is the sole result. At $N=d+1$ the first factor of the numerator is $1-q^0=0$: no state is left.

*Weak filling.* The numerator of the Gaussian binomial first departs from $1$ at the power $q^{d-N+1}$. For $r\le d-N$ the coefficients are therefore those of $\prod_{i=1}^N(1-q^i)^{-1}$, which depend on $N$ but not on $j$. Measured downward from $J_{\max}$, the upper end of the $J$ list is the same in every sufficiently large shell. The upper edge of the shell makes itself felt further down: for $(7/2)^4$ this holds through $r=4$, that is, for $J=8$ to $4$.

*Range of validity.* The count applies to one shell in which each $m$ occurs once. It does not apply directly to electrons in an $l$ shell with free spins, where each orbital can hold two electrons. It does apply to the terms of maximal spin $S=N/2$ with $N\le2l+1$. Their spin function is symmetric, so their orbital function is antisymmetric, and $j$ is replaced by $l$ and $J$ by $L$. For two $d$ electrons ($l=2$), the result of part (d) gives the triplet terms $L=3$ and $L=1$. If several shells mix, the list still describes the space of one configuration, but an energy eigenstate need no longer belong to that space alone.

## Numbers as computed

```
Angular momenta in units of hbar; counts are dimensionless
Shell fillings tested, j = 1/2 to 9/2: 54
Example: j = 7/2, N = 4, levels d = 8
  Boson angular momentum l: 2
  Boson levels: 5
  Largest J: 8
  Gaussian coefficients, q^0 upward: [1, 1, 2, 3, 5, 5, 7, 7, 8, 7, 7, 5, 5, 3, 2, 1, 1]
  Total number of states: 70
  J (multiplicity): 0 (x1), 2 (x2), 4 (x2), 5 (x1), 6 (x1), 8 (x1)
  Number of multiplets: 8
  Sum of multiplicity*(2J+1): 70
Example: j = 7/2, N = 3, levels d = 8
  Boson angular momentum l: 5/2
  Boson levels: 6
  Largest J: 15/2
  Gaussian coefficients, q^0 upward: [1, 1, 2, 3, 4, 5, 6, 6, 6, 6, 5, 4, 3, 2, 1, 1]
  Total number of states: 56
  J (multiplicity): 3/2 (x1), 5/2 (x1), 7/2 (x1), 9/2 (x1), 11/2 (x1), 15/2 (x1)
  Number of multiplets: 6
  Sum of multiplicity*(2J+1): 56
J^2 comparison for j = 7/2, N = 4, M = 6
  Fermion m: -3/2, 3/2, 5/2, 7/2 -> boson m: 0, 2, 2, 2
  Fermion m: -1/2, 1/2, 5/2, 7/2 -> boson m: 1, 1, 2, 2
  Fermion J^2 block (hbar^2): [[57.0, 15.0], [15.0, 57.0]]
  Boson J^2 block (hbar^2): [[48.0, 12.0], [12.0, 66.0]]
  Fermion J^2 eigenvalues (hbar^2): [42.0, 72.0]
  Boson J^2 eigenvalues (hbar^2): [42.0, 72.0]
```
